# Sommerfeld expansions of the free electron gas, with sodium and aluminium: a numerical check

```python
# Low-temperature (Sommerfeld) expansions of the free electron gas at fixed
# particle number N and volume V, with t = k_B T / E_F:
#   mu/E_F    = 1   - pi^2 t^2/12 - pi^4 t^4/80
#   U/(N E_F) = 3/5 + pi^2 t^2/4  - 3 pi^4 t^4/80
#   S/(N k_B) = pi^2 t/2 - pi^4 t^3/20
# mu: chemical potential, U: energy, S: entropy, E_F: Fermi energy.
# The reference side integrates the Fermi function and the occupation entropy
# numerically, with mu found from the condition of fixed N.
# r_s is the radius of the sphere holding one electron, in Bohr radii.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import entr, expit

pi = np.pi
gauss_x, gauss_w = np.polynomial.legendre.leggauss(20)


def energy_grid(mu, t):
    """Nodes y = sqrt(energy/E_F) and weights, refined around mu."""
    edges = np.concatenate(([0.0], mu + t * np.arange(-40, 41)))
    y_edges = np.sqrt(np.unique(np.clip(edges, 0.0, None)))
    half = np.diff(y_edges)[:, None] / 2
    middle = (y_edges[1:] + y_edges[:-1])[:, None] / 2
    return middle + half * gauss_x, half * gauss_w


def gas_integrals(mu, t):
    """Number, energy and entropy per electron from their definitions."""
    y, w = energy_grid(mu, t)
    x = (y**2 - mu) / t
    filled, empty = expit(-x), expit(x)
    states = 3 * y**2 * w          # density of states times energy step
    return (np.sum(states * filled), np.sum(states * y**2 * filled),
            np.sum(states * (entr(filled) + entr(empty))))


def reference(t):
    mu = brentq(lambda m: gas_integrals(m, t)[0] - 1, 0.5, 1.1, xtol=1e-15)
    _, energy, entropy = gas_integrals(mu, t)
    return np.array([mu, energy, entropy])


def expansion(t):
    return np.array([1 - pi**2 * t**2 / 12 - pi**4 * t**4 / 80,
                     0.6 + pi**2 * t**2 / 4 - 3 * pi**4 * t**4 / 80,
                     pi**2 * t / 2 - pi**4 * t**3 / 20])


def heat_capacity(t):
    return pi**2 * t / 2 - 3 * pi**4 * t**3 / 20


def fermi_energy(density):
    k_fermi = (3 * pi**2 * density) ** (1 / 3)
    return (const.hbar * k_fermi) ** 2 / (2 * const.m_e)


# Plane waves in a periodic box: explicit count inside a Fermi sphere.
radius = 60
squares = np.arange(-radius, radius + 1) ** 2
n2 = squares[:, None, None] + squares[None, :, None] + squares[None, None, :]
inside = n2[n2 <= radius**2]
box_k_fermi = 2 * pi * radius      # box of unit side
count_ratio = 2 * inside.size / (box_k_fermi**3 / (3 * pi**2))
mean_energy = inside.mean() / radius**2
assert abs(count_ratio - 1) < 2e-3
assert abs(mean_energy - 0.6) < 2e-3
print(f"box count / Fermi-sphere formula: {count_ratio:.5f}")
print(f"box mean energy / E_F at T=0: {mean_energy:.5f}")

# Moments of the thermal peak and their generating function.
def peak(x):
    return 1 / (4 * np.cosh(x / 2) ** 2)


a = sp.symbols("a")
series = sp.series(sp.pi * a / sp.sin(sp.pi * a), a, 0, 6).removeO()
for order, factorial in ((2, 2), (4, 24)):
    moment = 2 * quad(lambda x: x**order * peak(x), 0, 60)[0] / factorial
    assert abs(moment - float(series.coeff(a, order))) < 1e-7
    print(f"peak moment {order} / {order}!: {moment:.6f}")
generated = quad(lambda x: np.exp(0.3 * x) * peak(x), -80, 80)[0]
assert abs(generated - 0.3 * pi / np.sin(0.3 * pi)) < 1e-7

# For H = energy^2 the power series ends; the error is exponentially small.
y, w = energy_grid(1.0, 0.1)
square_integral = np.sum(2 * y**5 * w * expit(-(y**2 - 1) / 0.1))
tail = square_integral - (1 / 3 + pi**2 * 0.1**2 / 3)
tail_formula = 2 * 0.1**3 * np.exp(-10)
assert abs(tail / tail_formula - 1) < 1e-4
print(f"H=e^2 tail, mu=1, kT=0.1: {tail:.4e}")
print(f"leading tail formula: {tail_formula:.4e}")

# The first omitted terms must have powers 6, 6 and 5 of t.
error_small = reference(0.015) - expansion(0.015)
error_large = reference(0.03) - expansion(0.03)
powers = np.log2(np.abs(error_large / error_small))
assert np.all(np.abs(powers - np.array([6, 6, 5])) < 0.15)
print("error powers mu, U, S: " + ", ".join(f"{p:.3f}" for p in powers))

# Entropy identity far from the low-temperature limit.
mu_hot, energy_hot, entropy_hot = reference(0.2)
assert abs(0.2 * entropy_hot - (5 * energy_hot / 3 - mu_hot)) < 1e-12

# Heat capacity from numerical slopes of both energy and entropy.
step = 1e-3
slope = (reference(0.01 + step) - reference(0.01 - step)) / (2 * step)
assert abs(slope[1] / heat_capacity(0.01) - 1) < 2e-5
assert abs(0.01 * slope[2] / heat_capacity(0.01) - 1) < 2e-5

t_test = 0.1
leading = (1 - pi**2 * t_test**2 / 12, 0.6 + pi**2 * t_test**2 / 4,
           pi**2 * t_test / 2)
print("t=0.1: leading correction, two corrections, quadrature")
for name, first, second, full in zip(("mu/E_F", "U/(N E_F)", "S/(N k_B)"),
                                     leading, expansion(t_test),
                                     reference(t_test)):
    assert abs(second - full) < abs(first - full)
    print(f"  {name}: {first:.6f}, {second:.6f}, {full:.6f}")

# Rough two-figure inputs: r_s, electrons per atom, melting temperature.
metals = (("Na", 3.9, 1, 370.0), ("Al", 2.1, 3, 930.0))
bohr = const.physical_constants["Bohr radius"][0]
for metal, r_s, valence, melting in metals:
    density = 3 / (4 * pi * (r_s * bohr) ** 3)
    e_fermi = fermi_energy(density)
    e_fermi_mev = e_fermi / const.e * 1000
    print(f"{metal}: r_s = {r_s} a0, electrons/atom = {valence}")
    print(f"  density: {density * 1e-27:.2f} nm^-3")
    print(f"  E_F: {e_fermi_mev / 1000:.3f} eV")
    print(f"  T_F: {e_fermi / const.k:.0f} K")
    for temperature in (300.0, melting):
        t = const.k * temperature / e_fermi
        approx, full = expansion(t), reference(t)
        allowed = np.array([12 * t**6, 25 * t**6, 30 * t**5]) + 1e-13
        assert np.all(np.abs(approx - full) < allowed)
        shift = (approx[0] - 1) * e_fermi_mev
        shift_full = (full[0] - 1) * e_fermi_mev
        fourth = -pi**4 * t**4 / 80 * e_fermi_mev
        rise = (approx[1] - 0.6) * e_fermi_mev
        capacity = heat_capacity(t)
        swelling = pi**2 * t**2 / 8
        drop = e_fermi - fermi_energy(density / (1 + swelling))
        assert abs(drop / (e_fermi * (1 - full[0])) - 1) < 1e-3
        print(f" {metal} at {temperature:.0f} K: t = {t:.6f}")
        print(f"  mu-E_F series: {shift:.6f} meV")
        print(f"  mu-E_F quadrature: {shift_full:.6f} meV")
        print(f"  t^4 part of mu: {fourth:.2e} meV")
        print(f"  (U-U0)/N: {rise:.5f} meV")
        print(f"  S/N series, quad.: {approx[2]:.6f}, {full[2]:.6f} k_B")
        print(f"  S: {valence * approx[2] * const.R:.4f} J/(K mol atoms)")
        print(f"  C_V/N: {capacity:.6f} k_B = "
              f"{100 * capacity / 1.5:.3f} % of 3/2 k_B")
        print(f"  equivalent dV/V: {swelling:.3e}")

print("checks complete")
```

It prints:

```
box count / Fermi-sphere formula: 0.99924
box mean energy / E_F at T=0: 0.59969
peak moment 2 / 2!: 1.644934
peak moment 4 / 4!: 1.894066
H=e^2 tail, mu=1, kT=0.1: 9.0799e-08
leading tail formula: 9.0800e-08
error powers mu, U, S: 6.022, 6.020, 5.019
t=0.1: leading correction, two corrections, quadrature
  mu/E_F: 0.991775, 0.991654, 0.991641
  U/(N E_F): 0.624674, 0.624309, 0.624283
  S/(N k_B): 0.493480, 0.488610, 0.488306
Na: r_s = 3.9 a0, electrons/atom = 1
  density: 27.16 nm^-3
  E_F: 3.295 eV
  T_F: 38233 K
 Na at 300 K: t = 0.007847
  mu-E_F series: -0.166853 meV
  mu-E_F quadrature: -0.166853 meV
  t^4 part of mu: -1.52e-05 meV
  (U-U0)/N: 0.50047 meV
  S/N series, quad.: 0.038719, 0.038719 k_B
  S: 0.3219 J/(K mol atoms)
  C_V/N: 0.038714 k_B = 2.581 % of 3/2 k_B
  equivalent dV/V: 7.596e-05
 Na at 370 K: t = 0.009677
  mu-E_F series: -0.253814 meV
  mu-E_F quadrature: -0.253814 meV
  t^4 part of mu: -3.52e-05 meV
  (U-U0)/N: 0.76123 meV
  S/N series, quad.: 0.047752, 0.047752 k_B
  S: 0.3970 J/(K mol atoms)
  C_V/N: 0.047743 k_B = 3.183 % of 3/2 k_B
  equivalent dV/V: 1.155e-04
Al: r_s = 2.1 a0, electrons/atom = 3
  density: 173.96 nm^-3
  E_F: 11.363 eV
  T_F: 131865 K
 Al at 300 K: t = 0.002275
  mu-E_F series: -0.048373 meV
  mu-E_F quadrature: -0.048373 meV
  t^4 part of mu: -3.71e-07 meV
  (U-U0)/N: 0.14512 meV
  S/N series, quad.: 0.011227, 0.011227 k_B
  S: 0.2800 J/(K mol atoms)
  C_V/N: 0.011227 k_B = 0.748 % of 3/2 k_B
  equivalent dV/V: 6.385e-06
 Al at 930 K: t = 0.007053
  mu-E_F series: -0.464899 meV
  mu-E_F quadrature: -0.464899 meV
  t^4 part of mu: -3.42e-05 meV
  (U-U0)/N: 1.39449 meV
  S/N series, quad.: 0.034802, 0.034802 k_B
  S: 0.8681 J/(K mol atoms)
  C_V/N: 0.034798 k_B = 2.320 % of 3/2 k_B
  equivalent dV/V: 6.136e-05
checks complete
```
